# Near-Equilibrium Channel Transmission from Two Coupled One-Way Fluxes, part 2

What fraction of the carriers injected into a channel crosses it, and what conductance follows? The source is at $x=0$ and the drain at $x=L$. The fluxes $F^+$ (towards the drain) and $F^-$ (towards the source) are both positive, and for a sheet they are taken per unit width. The net flux is $J=F^+-F^-$, constant in the steady state. The contacts inject $F^+(0)=F_L$ and $F^-(L)=F_R$ and absorb every carrier that reaches them.

Forward carriers are turned back at the rate $\xi$ per unit length, and backward carriers are turned forward at the rate $\xi'$:

$$
\frac{dF^+}{dx}=\frac{dF^-}{dx}=-\xi F^++\xi'F^-. \tag{3}
$$

For a dilute gas with potential energy $U(x)$,

$$
\xi'-\xi=-\frac{1}{kT}\frac{dU}{dx}. \tag{5}
$$

In the product $kT$, $T$ is the temperature; alone, $T$ is the transmission. In a flat band $\xi=\xi'=1/\lambda$, where $\lambda$ is the backscattering path. This closure ignores a carrier's past, which is only approximate in a plane. It gives

$$
J=T\,(F_L-F_R),\qquad \boxed{T=\frac{\lambda}{\lambda+L}} . \tag{7}
$$

The reflection is

$$
R=1-T=\frac{L}{\lambda+L}. \tag{8}
$$

Let $v$ be the average velocity component along $x$ of the forward-moving carriers. The density is $n=(F^++F^-)/v$, and Fick's law $J=-D\,dn/dx$ holds with

$$
D=\frac{v\lambda}{2},\qquad \lambda=\frac{2D}{v}. \tag{11}
$$

At each contact the density has a step of $J/v$.

The computed results at the end also include two earlier checks. One is a flux profile with $F_L=1$, $F_R=0.6$ and $L/\lambda=1.5512$. The other is a random walk on a line, with mean path $\ell$ between collisions and a new direction chosen at random at each collision, for which

$$
\lambda=2\ell\qquad\text{(line, isotropic collisions)}. \tag{10}
$$

### Carriers moving in a plane

In a transistor sheet, carriers move in a plane. Let them have a fixed speed $v_0$, and let each collision, after a mean path $\ell=v_0\tau$, choose a new angle at random. Here $\tau$ is the mean time between collisions and $\theta$ is the angle from the $x$ axis. The forward carriers of an isotropic distribution fill the angles from $-\pi/2$ to $\pi/2$ evenly, so

$$
v=\frac{v_0}{\pi}\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta=\frac{2v_0}{\pi}.
$$

For the diffusion coefficient, let $f(x,\theta)$ be the density per unit angle and $\bar f=n/2\pi$ its average over angle. In the steady state, drift in space balances relaxation towards the average:

$$
v_0\cos\theta\,\frac{\partial f}{\partial x}=-\frac{f-\bar f}{\tau}.
$$

When the density varies little over one path $\ell$, $f$ may be replaced by $\bar f$ on the left. Then $f\simeq\bar f-v_0\tau\cos\theta\,d\bar f/dx$. The flux is the integral of $v_0\cos\theta\,f$ over all angles. The first term gives zero, and the second gives

$$
J=-v_0^2\tau\,\frac{1}{2\pi}\frac{dn}{dx}\int_0^{2\pi}\cos^2\theta\,d\theta
=-\frac{v_0^2\tau}{2}\frac{dn}{dx}.
$$

Thus $D=v_0^2\tau/2=v_0\ell/2$, and (11) yields

$$
\lambda=\frac{2(v_0\ell/2)}{2v_0/\pi}=\frac{\pi}{2}\,\ell\qquad\text{(plane, isotropic collisions)}. \tag{12}
$$

This choice of $\lambda$ makes the long-channel behaviour right. It cannot make every length right, as the short channel shows. Carriers injected by a contact have a flux distribution $\tfrac12\cos\theta\,d\theta$. To cross a short length $L$ at angle $\theta$ they travel $L/\cos\theta$, so their collision probability is $L/(\ell\cos\theta)$ to first order. Half of the collisions send them backward. The reflected fraction is

$$
R\simeq\frac12\int_{-\pi/2}^{\pi/2}\frac{\cos\theta}{2}\,\frac{L}{\ell\cos\theta}\,d\theta
=\frac{\pi L}{4\ell}=\frac{\pi^2}{8}\frac{L}{\lambda},
$$

where the last step uses (12). Since $\pi^2/8>1$, newly injected carriers are turned back somewhat sooner than the two-flux equations say, and (7) overestimates $T$ in a short channel.

A calculation that resolves the angle, with the same isotropic collisions, gives the following comparison. The error is that of $\lambda/(\lambda+L)$ relative to the angle-resolved value.

| $L/\lambda$ | angle-resolved $T$ | error of (7) |
|---|---|---|
| 0.1 | 0.8972 | +1.3 % |
| 0.5 | 0.6520 | +2.3 % |
| 1.0 | 0.4903 | +2.0 % |
| 5.0 | 0.1655 | +0.7 % |

Between $10\lambda$ and $20\lambda$, the angle-resolved $1/T$ grows by 1.000 for each added $\lambda$, which confirms (12). At $20\lambda$ the difference $1/T-L/\lambda$ is 1.042, where the two-flux model has 1. In long channels the closure thus gives the growth of $1/T$ correctly and the contact contribution about 4 percent too small, in this model of scattering.

### A small bias that tilts the band

Apply a voltage $V$ that lowers the energy of carriers at the drain by $qV$, where $q$ is the magnitude of their charge. Define

$$
u=\frac{qV}{kT}.
$$

If the two contacts are alike and each stays neutral, the band edge and the Fermi level of the drain are lowered together. The drain keeps its density and injects the same flux $F_0$ as the source. The difference $F_L-F_R$ is then zero, yet a current flows, because the field makes the two backscattering rates unequal.

Let the energy fall uniformly, $U(x)=-kT\,ux/L$. Then $\xi'-\xi=u/L$. Replace $F^-$ by $F^+-J$ in the balance:

$$
\frac{dF^+}{dx}=-\xi F^++\xi'(F^+-J)=\frac{u}{L}F^+-\xi'J. \tag{13}
$$

To first order in $u$, the first term needs $F^+$ in zeroth order only, which is $F_0$. As $J$ is itself of first order, the second term needs $\xi'$ in zeroth order only, which is $1/\lambda$. Integration over the channel gives

$$
F^+(L)=F_0+uF_0-\frac{JL}{\lambda}.
$$

The drain condition $F^-(L)=F^+(L)-J=F_0$ then requires

$$
J\left(1+\frac L\lambda\right)=uF_0
\quad\Longrightarrow\quad
J=T\,F_0\,\frac{qV}{kT}. \tag{14}
$$

The same $T$ appears as in the flat channel. A flat channel whose drain Fermi level is lowered by $qV$ has $F_R=F_0e^{-u}\simeq F_0(1-u)$, and (7) gives $J=TF_0u$, the same flux. To first order it does not matter whether the driving force is a difference of injected fluxes or a field. Nor does the shape of a small potential drop matter: with $-(dU/dx)/kT$ in place of $u/L$, the integral over the channel is still $u$. This argument requires the whole variation of $U$ to be small compared with $kT$. It does not cover a channel that already contains a high barrier in equilibrium.

### Conductance and the two resistances

In equilibrium half of the carriers move forward with mean speed $v$. For a sheet with density $n$ per unit area,

$$
F_0=\frac{nv}{2}
$$

per unit width. The current per width is $I/W=qJ$, and (14) gives the conductance per width

$$
\frac GW=\frac{q^2nv}{2kT}\,T. \tag{15}
$$

Here the gas is dilute, so the Einstein relation $D=\mu kT/q$ connects $D$ with the mobility $\mu$ of a long channel. Take the reciprocal of (15) and insert $1/T=1+L/\lambda$:

$$
\frac WG=\frac{2kT}{q^2nv}+\frac{2kT}{q^2nv}\frac{L}{\lambda}.
$$

In the second term, $v\lambda=2D=2\mu kT/q$ cancels the factor $2kT$ and one power of $q$. Hence

$$
\frac WG=\frac{2kT}{q^2nv}+\frac{L}{qn\mu}. \tag{16}
$$

The second term is the ordinary resistance of a sheet. Within the two-flux model, the first is independent of length and scattering. It remains in a perfect channel because the contacts can supply only a finite flux. It belongs to the density steps at the two ends.

### A worked channel

Take a model sheet at 300 K with effective mass 0.2 electron masses, one valley with two spin states, mobility $300\ \mathrm{cm^2/(V\,s)}$, density $10^{11}\ \mathrm{cm^{-2}}$ and length 20 nm. These are round parameters. Nanometres and practical electrical units suit a transistor channel better than atomic units.

The velocity component along $x$ has the Maxwell distribution, proportional to $e^{-mv_x^2/2kT}$. Averaging over forward carriers gives

$$
v=\frac{\int_0^\infty v_xe^{-mv_x^2/2kT}dv_x}{\int_0^\infty e^{-mv_x^2/2kT}dv_x}
=\frac{kT/m}{\sqrt{\pi kT/2m}}=\sqrt{\frac{2kT}{\pi m}},
$$

which is $1.203\times10^7$ cm/s. With $kT/q=25.852$ mV,

$$
D=300\times0.025852=7.756\ \mathrm{cm^2/s},
$$

$$
\lambda=\frac{2\times7.756}{1.203\times10^7}\ \mathrm{cm}=12.89\ \mathrm{nm}.
$$

Therefore $L/\lambda=20/12.89=1.551$ and $T=1/2.551=0.392$. About two carriers in five that enter from the source reach the drain.

The ballistic resistance in (16) is 2682 ohm µm. The diffusive one is larger by the factor $L/\lambda$, namely $2682\times1.551=4161$ ohm µm up to rounding. Their sum is 6843 ohm µm, and its reciprocal is a conductance of 146 µS/µm. The sheet resistance alone would account for only about 60 percent of the total.

The same $\lambda$ at other lengths gives

| $L$ (nm) | $T$ | $\lambda/L$ |
|---|---|---|
| 5 | 0.721 | 2.579 |
| 10 | 0.563 | 1.289 |
| 50 | 0.205 | 0.258 |
| 200 | 0.061 | 0.064 |

At 5 and 10 nm the diffusive estimate exceeds one and cannot be a probability. At 200 nm it is still about 6 percent above $T$.

Several approximations limit the digits that deserve trust. The thermal wavelength $h/\sqrt{2\pi mkT}$ is 9.6 nm, while the mean path between collisions is only about 8 nm by (12) if that path does not depend on energy, and about 6.5 nm if instead the collision time $\tau=\mu m/q$ is the same at all energies. Treating the carriers as particles with separate collisions and no interference is therefore a rough description of this sheet. The entries for 5 and 10 nm illustrate the formula; they do not predict the transmission of a real channel. For carriers of one fixed speed with isotropic collisions in a plane, the angle-resolved transmission at this $L/\lambda$ is 0.386, so the two-flux value is 1.6 percent too high. This figure carries over to a thermal spread of speeds only if $\ell$ does not depend on energy. If instead $\tau$ is the same at all energies, the angle-resolved thermal transmission is about 0.37 and the two-flux value 0.392 is about 6 percent too high. The dilute limit requires $n$ to be small compared with $mkT/\pi\hbar^2=2.16\times10^{12}\ \mathrm{cm^{-2}}$. The ratio is 0.046, so even the lowest states are occupied with a probability below 5 percent, and Fermi statistics is a small correction: at fixed mobility it changes $D/\mu$ by about 2 percent, and $T$ and $G/W$ by less than 1 percent. If scattering is elastic and $\lambda$ depends on energy, the two-flux $T$ is itself lowered, as the last section shows; the size of this effect depends on the scattering. For $\lambda$ proportional to the speed, as with a constant $\tau$, the flux-weighted average of $T$ is 0.375 in place of 0.392.

### How the linear law fails as the bias grows

Equation (13) can also be solved at finite $u$ if a rule for the rates is supplied. As a model for $u>0$, keep $\xi=1/\lambda$ for the forward carriers and $\xi'=1/\lambda+u/L$; for the opposite bias the two roles must be exchanged. Replacing $F^+$ by $F^-+J$ in the balance gives

$$
\frac{dF^-}{dx}=\frac uLF^--\frac J\lambda .
$$

Multiply by $e^{-ux/L}$. The terms with $F^-$ combine into a derivative:

$$
\frac{d}{dx}\left(e^{-ux/L}F^-\right)=-\frac J\lambda e^{-ux/L}.
$$

Integrate from $0$ to $L$ with $F^-(L)=F_0$:

$$
e^{-u}F_0-F^-(0)=-J\,\frac L\lambda\,\frac{1-e^{-u}}{u}.
$$

Since $F^-(0)=F_0-J$, collecting the terms with $J$ gives

$$
J=F_0\,T(u)\,(1-e^{-u}),\qquad
T(u)=\frac{1}{1+\dfrac L\lambda\dfrac{1-e^{-u}}{u}}. \tag{17}
$$

If the drain injects nothing, the term $e^{-u}F_0$ is absent and $J=F_0T(u)$. Thus $T(u)$ is the transmission from source to drain. In this model it increases with bias, because carriers that have moved down the slope are less likely to return to the source. That is a property of the assumed rates, not of every channel. On a line with elastic scattering and constant $\lambda$, a carrier from the source always keeps the energy to climb back. Then $T$ stays at $\lambda/(\lambda+L)$ and $J=F_0T(1-e^{-u})$, which for the 20 nm channel at 10 mV is 0.83 of the linear law.

For small $u$, $(1-e^{-u})/u\simeq1-u/2$. Dividing (17) by the linear law $F_0Tu$, with $1/T=1+L/\lambda$, gives

$$
\frac{J}{F_0Tu}\simeq\frac{(1-u/2)(1+L/\lambda)}{1+L/\lambda-(u/2)L/\lambda}
\simeq1-\frac u2+\frac u2R=1-\frac u2T .
$$

The last step uses $R=1-T$. In the 20 nm channel at 10 mV, $u=10/25.852=0.387$, and the estimate is $1-0.387\times0.392/2=0.924$. The full formula gives 0.925. At 1 mV the ratio is 0.992, and at 50 mV it is 0.669, while $T(u)$ has risen to 0.593. The increase of $T(u)$ does not make up for the saturation of $1-e^{-u}$. These figures hold for a uniform field and an unchanged $\xi$. The choice of rates matters already for the first correction. With $\xi=1/\lambda-u/2L$ and $\xi'=1/\lambda+u/2L$, which have the same difference, $L/\lambda$ in (17) is replaced by $L/\lambda-u/2$, and the term of order $u$ in the ratio cancels. The figures therefore illustrate the model; they do not fix the voltage at which a real channel leaves the linear law.

### When the mean free path depends on energy

Suppose that scattering is elastic and $\lambda$ depends on energy. Each energy then has its own transmission $\lambda/(\lambda+L)$. Take a flat channel whose drain Fermi level is lowered by a small $qV$. In a dilute gas the flux injected by the drain is then smaller than that of the source by the same factor $e^{-u}$ at every energy, and (7) gives each energy a net flux of $u$ times its injected flux times its own $T$. The total flux therefore contains the average of $T$ weighted by the injected flux. By (11), applied at each energy and summed, $2D/v$ is the average of $\lambda$ with the same weight. As a function of $\lambda$, the transmission has the second derivative

$$
\frac{d^2}{d\lambda^2}\frac{\lambda}{\lambda+L}=-\frac{2L}{(\lambda+L)^3}<0 .
$$

The curve bends downward, so the average of $T$ lies below $T$ at the average $\lambda$. Within the two-flux model, inserting $\lambda=2D/v$ in (7) then gives an upper bound, which is reached when $\lambda$ is the same at all energies that carry flux.

Most of the values quoted here are in the numerical output that follows, some of them with further digits.

## Computed results

```
INPUT
temperature = 300 K
effective mass = 0.20 electron masses
mobility = 300 cm^2/(V s)
sheet density = 1.0e+11 cm^-2
channel length L = 20 nm
CHANNEL
kT/q = 25.852 mV
thermal speed v = 1.2030e+07 cm/s
diffusion coefficient D = 7.7556 cm^2/s
backscattering path lam = 12.893 nm
L/lam = 1.5512
transmission T = 0.3920, reflection R = 0.6080
effective density of states = 2.160e+12 cm^-2
density / density of states = 0.0463
RANDOM WALK ON A LINE (lam = 2 ell)
walkers per length = 400000
L/lam = 0.3000: walk 0.7680, formula 0.7692, std error 0.0007
L/lam = 1.5512: walk 0.3941, formula 0.3920, std error 0.0008
L/lam = 4.0000: walk 0.1998, formula 0.2000, std error 0.0006
FLUX PROFILE (source flux = 1)
drain flux = 0.6, net flux = 0.1568
x/L = 0.0: F+ = 1.0000, F- = 0.8432
x/L = 0.5: F+ = 0.8784, F- = 0.7216
x/L = 1.0: F+ = 0.7568, F- = 0.6000
CONDUCTANCE PER WIDTH
G/W = 146.13 uS/um
diffusive resistance = 4161.0 ohm um
ballistic resistance = 2682.4 ohm um
total resistance = 6843.5 ohm um
OTHER LENGTHS
L = 5 nm: T = 0.7206, diffusive estimate lam/L = 2.5787
L = 10 nm: T = 0.5632, diffusive estimate lam/L = 1.2893
L = 50 nm: T = 0.2050, diffusive estimate lam/L = 0.2579
L = 200 nm: T = 0.0606, diffusive estimate lam/L = 0.0645
FINITE BIAS (equal injected fluxes, uniform field)
V = 1 mV: T(u) = 0.3966, flux / linear law = 0.9924
V = 10 mV: T(u) = 0.4374, flux / linear law = 0.9253
V = 50 mV: T(u) = 0.5931, flux / linear law = 0.6692
MOTION IN A PLANE (lam = pi ell / 2)
L/lam = 0.1000: angle-resolved T = 0.8972, formula error = +1.33 %
L/lam = 0.5000: angle-resolved T = 0.6520, formula error = +2.25 %
L/lam = 1.0000: angle-resolved T = 0.4903, formula error = +1.98 %
L/lam = 1.5512: angle-resolved T = 0.3857, formula error = +1.61 %
L/lam = 5.0000: angle-resolved T = 0.1655, formula error = +0.70 %
growth of 1/T per lam, L = 10 to 20 lam: 1.00000
1/T - L/lam at L = 20 lam: 1.0419 (two-flux value 1)
```
